# Effect of dissolved salt on the Hamaker coefficient between two half-spaces, part 2

Two neutral half-spaces, 1 ($z<0$) and 2 ($z>d$), face each other across a gap of medium 3 at temperature $T$. Units are Gaussian atomic units, $k$ is the in-plane wavenumber, and the free energy per area $F=-A/(12\pi d^2)$ defines the Hamaker coefficient $A$ ($A>0$: attraction). The Lifshitz formula is

$$F=kT{\sum_{n\ge0}}'\int_0^\infty\frac{k\,dk}{2\pi}\sum_{\rm TM,TE}\ln\left(1-\Delta_1\Delta_2e^{-2q_3d}\right),\qquad \xi_n=2\pi n\,kT .$$

The prime halves the $n=0$ term, $q_j^2=k^2+\varepsilon_j\mu_j\xi^2/c^2$, responses are taken at $i\xi_n$, and

$$\Delta_j^{\rm TM}=\frac{\varepsilon_jq_3-\varepsilon_3q_j}{\varepsilon_jq_3+\varepsilon_3q_j},\qquad \Delta_j^{\rm TE}=\frac{\mu_jq_3-\mu_3q_j}{\mu_jq_3+\mu_3q_j}.$$

A 1:1 salt, $n$ ions of each sign per volume, is confined to the gap. Its density fluctuations $\delta n_\pm$ give $\rho=\delta n_+-\delta n_-$, with local energy density $\rho^2/2c_\rho$, $c_\rho=2n/kT$. In the Debye–Hückel approximation ($\kappa/\varepsilon_3kT\ll1$), the classical partition function gives $\tfrac12kT\ln\det H_k$ per in-plane wavevector, where $\theta=1$ in the gap and 0 outside:

$$H_k=-\partial_z\varepsilon\,\partial_z+\varepsilon k^2+\varepsilon_3\kappa^2\theta,\qquad \kappa^2=\frac{4\pi c_\rho}{\varepsilon_3}=\frac{8\pi n}{\varepsilon_3kT}.$$

With static $p=\sqrt{k^2+\kappa^2}$, $\Delta_j=(\varepsilon_jk-\varepsilon_3p)/(\varepsilon_jk+\varepsilon_3p)$, the interaction factor is $1-\Delta_1\Delta_2e^{-2pd}$. With $x=2pd$, $y=2\kappa d$, the $n=0$ term is

$$A_0=-\frac34kT\int_y^\infty x\,\ln\left(1-\Delta_1\Delta_2e^{-x}\right)dx. \tag{1}$$

Without salt, $A_0=\frac34kT\,{\rm Li}_3(\Delta_1\Delta_2)$ with $\Delta_j=(\varepsilon_j-\varepsilon_3)/(\varepsilon_j+\varepsilon_3)$, and part (a) found

$$-\frac{9}{16}\zeta(3)\,kT<A_0<\frac34\zeta(3)\,kT .$$

With salt, part (b) found the envelope

$$|A_0|\le\frac34kT\sum_{s\ge1}\frac{(1+sy)e^{-sy}}{s^3}=\frac34kT\left[{\rm Li}_3(e^{-y})+y\,{\rm Li}_2(e^{-y})\right] \tag{2}$$

and, for dielectric walls with $\eta_j=\varepsilon_j/\varepsilon_3$, $\kappa d\gg1$ and $\kappa d\gg\eta_j^2$,

$$A_0\simeq\frac34kT\,(1+2\kappa d)\,e^{-2\kappa d}\left[1-\frac{\sqrt\pi(\eta_1+\eta_2)}{\sqrt{\kappa d}}\right]. \tag{3}$$

The leading form omits the bracket.

Two questions remain. (c) By how much can ion motion change the terms $n\ge1$? (d) Evaluate the results for $T=300$ K, 0.1 mol/L salt, ion mass $M=30$ u, diffusion constant $D=2\times10^{-9}$ m²/s, $d=40$ bohr, equal walls with $\varepsilon_1=1+1.5/(1+\xi^2/\omega_{UV}^2)$, and a solvent with $\varepsilon_3=1+75/(1+\xi\tau)+3.2/(1+\xi^2/\omega_{IR}^2)+0.8/(1+\xi^2/\omega_{UV}^2)$, where $\tau=10$ ps, $\omega_{IR}=0.002$ and $\omega_{UV}=0.5$ hartree.

### Ion dynamics at imaginary frequency

Part (c) needs the ions at $\xi>0$. A field $e^{-i\omega t}$ at $\omega=i\xi$ has $\partial_t\to\xi$. Retardation is neglected, so $\mathbf E=-\nabla\varphi$. Each species obeys $Mn(\xi+\gamma)\mathbf u_\pm=\pm n\mathbf E-kT\nabla\delta n_\pm$, with friction $\gamma=v^2/D$ from the Einstein relation and $v^2=kT/M$. Subtracting the two equations, with $\mathbf j=n(\mathbf u_+-\mathbf u_-)$ and $\omega_p^2=8\pi n/M$,

$$(\xi+\gamma)\,\mathbf j=\frac{\omega_p^2}{4\pi}\mathbf E-v^2\nabla\rho,\qquad \xi\rho+\nabla\cdot\mathbf j=0,\qquad \varepsilon_3\nabla^2\varphi=-4\pi\rho .$$

The divergence of the first equation gives $-\xi(\xi+\gamma)\rho=\omega_p^2\rho/\varepsilon_3-v^2\nabla^2\rho$. The potential in the gap is thus a harmonic part $\varphi_t\propto e^{\pm kz}$ with $\rho=0$ plus a charge-carrying part $\varphi_l\propto e^{\pm pz}$ with $\rho=-\varepsilon_3(p^2-k^2)\varphi_l/4\pi$ and

$$p^2=k^2+\frac{\omega_p^2/\varepsilon_3+\xi(\xi+\gamma)}{v^2}.$$

At $\xi=0$ this is $k^2+\kappa^2$, since $\omega_p^2/\varepsilon_3v^2=8\pi n/\varepsilon_3kT$. The wall condition $j_z=0$ reads $-\omega_p^2(\varphi_t'+\varphi_l')+v^2\varepsilon_3(p^2-k^2)\varphi_l'=0$. Inserting $p^2$ cancels the $\omega_p^2\varphi_l'$ terms:

$$\varphi_l'=\alpha\,\varphi_t',\qquad \alpha=\frac{\omega_p^2}{\varepsilon_3\,\xi(\xi+\gamma)} .$$

At wall 1 the potential is proportional to $e^{kz}$, so the other condition is $\varepsilon_3\varphi'=\varepsilon_1k\varphi$ at $z=0^+$. For an incoming harmonic wave, $\varphi_t=e^{kz}+r_{tt}e^{-kz}$ and $\varphi_l=r_{lt}e^{-pz}$. The conditions are $-p\,r_{lt}=\alpha k(1-r_{tt})$ and $\varepsilon_3(1+\alpha)(1-r_{tt})=\varepsilon_1(1+r_{tt}+r_{lt})$. Eliminating $r_{lt}$ gives $\tilde\varepsilon(1-r_{tt})=\varepsilon_1(1+r_{tt})$, or

$$r_{tt}=\frac{\tilde\varepsilon-\varepsilon_1}{\tilde\varepsilon+\varepsilon_1},\qquad \tilde\varepsilon=\varepsilon_3(1+\alpha)+\varepsilon_1\alpha\,\frac kp. \tag{4}$$

For an incoming charge wave, $\varphi_l=e^{pz}+r_{ll}e^{-pz}$ and $\varphi_t=r_{tl}e^{-kz}$. The conditions are $p(1-r_{ll})=-\alpha k\,r_{tl}$ and $\varepsilon_3[p(1-r_{ll})-k\,r_{tl}]=\varepsilon_1k(1+r_{ll}+r_{tl})$.

The limit $\xi\to0$ can be compared with part (b). There $\alpha\to\infty$, so $r_{tl}\to0$, the second condition gives $r_{ll}\to-\Delta_1$, and (4) gives $r_{tt}\to1$. Since $1-r_{tt}=2\varepsilon_1/(\tilde\varepsilon+\varepsilon_1)\propto1/\alpha$, $r_{lt}$ stays finite. The reflection matrices $R_j$ of both walls are then triangular in the same sense, and with $E={\rm diag}(e^{-kd},e^{-pd})$ the round-trip determinant is the product of its diagonal entries:

$$\det(1-R_1ER_2E)\to\left(1-e^{-2kd}\right)\left(1-\Delta_1\Delta_2e^{-2pd}\right).$$

The second factor is the one in (1). The first contains neither $\kappa$ nor any permittivity. It is the interaction factor of the Laplacian in a slab with zero normal derivative at both faces, as the determinant above shows on setting $\kappa=0$ and $\varepsilon_{1,2}\to0$, where $\Delta_j=-1$. Particles without charge give the same factor. Their density difference obeys $\nabla^2\rho=\xi(\xi+\gamma)\rho/v^2$ with $\rho'=0$ at both walls, so their determinant is $1-e^{-2sd}$ with $s^2=k^2+\xi(\xi+\gamma)/v^2$, and $s\to k$ as $\xi\to0$. Dividing the full determinant by that of the uncharged gas leaves exactly the bracket in (1). Within this model the factor is therefore not a Coulomb interaction. In the classical partition function the uncharged gas has only the local energy $\rho^2/2c_\rho$, which gives no interaction between the walls. Inserted in the Lifshitz formula without this division, the factor would add an unscreened $\tfrac34\zeta(3)\,kT=0.902\,kT$ that persists even as $n\to0$. Retardation does not change this: the retarded TM and charge-wave determinant tends to the same product as $\xi\to0$, and the TE term vanishes. The same $0.902\,kT$ is what the Lifshitz formula gives if the gap is treated as a local conductor, $\varepsilon_3\to\infty$, $\Delta_j^{\rm TM}\to-1$. Scattering treatments of electrolytes keep this unscreened term. Its removal here rests on the division by the uncharged gas and on the classical partition function, and the model does not settle whether it acts in a real electrolyte. Results (1) to (3) describe the screened electrostatic channel only.

### (c) The terms $n\ge1$

Here $p>\xi_1/v$. With the thermal wavelength $\lambda=\sqrt{2\pi/MkT}$, $\xi_1/v=2\pi\sqrt{MkT}=(2\pi)^{3/2}/\lambda$. The charge wave dies far inside one $\lambda$, so $e^{-pd}$ is negligible and the determinant is $1-r_{tt}^2e^{-2kd}$ for equal walls. A classical fluid description has no quantitative meaning on so short a length, and only the smallness of $1/p$ is used. In (4) the last term is smaller than $\varepsilon_3\alpha$ by $\varepsilon_1k/\varepsilon_3p$, with $k\sim1/d$. To that relative accuracy the ions only add a local permittivity,

$$\delta\varepsilon_3=\varepsilon_3\alpha=\frac{\omega_p^2}{\xi(\xi+\gamma)}\le\frac{\omega_p^2}{\xi^2}.$$

The inequality does not rest on a constant friction. For any local ion response with absorption $\varepsilon''\ge0$, the Kramers–Kronig relation gives

$$\xi^2\,\delta\varepsilon_3(i\xi)=\frac2\pi\int_0^\infty\omega\,\varepsilon''(\omega)\,\frac{\xi^2}{\omega^2+\xi^2}\,d\omega .$$

The last factor rises toward 1 as $\xi\to\infty$, so the left side never exceeds its high-frequency limit. In that limit the ions respond as free masses, which gives $\omega_p^2$ (the f-sum rule). This assumes that the ions feel the macroscopic field, so that their response simply adds to that of the solvent. A local-field factor moves absorption between solvent and ions and can break the inequality: for the model of part (d), $\delta\varepsilon_3\,\xi_1^2/\omega_p^2$ rises from 0.86 to 1.27 with a cavity field and to 1.64 with a Clausius–Mossotti field. Since $\omega_p^2=\varepsilon_3(0)\kappa^2v^2$, the small parameter is

$$\frac{\omega_p^2}{\xi_1^2}=\frac{\varepsilon_3(0)\,(\kappa\lambda)^2}{(2\pi)^3}.$$

A non-retarded term with $n\ge1$ has full weight, so for equal walls $A_n=\tfrac32kT\,{\rm Li}_3(\Delta^2)$ with $\Delta=(\varepsilon_1-\varepsilon_3)/(\varepsilon_1+\varepsilon_3)$. Term-by-term differentiation gives ${\rm Li}_3'(w)={\rm Li}_2(w)/w$. With $\partial\Delta/\partial\varepsilon_3=-2\varepsilon_1/(\varepsilon_1+\varepsilon_3)^2$,

$$\frac{\partial A_n}{\partial\varepsilon_3}=\frac32kT\,\frac{{\rm Li}_2(\Delta^2)}{\Delta^2}\,2\Delta\,\frac{-2\varepsilon_1}{(\varepsilon_1+\varepsilon_3)^2}=-6kT\,\frac{{\rm Li}_2(\Delta^2)}{\Delta}\,\frac{\varepsilon_1}{(\varepsilon_1+\varepsilon_3)^2}. \tag{5}$$

Because $w^s\le w$, ${\rm Li}_2(w)\le\zeta(2)w$, so $|{\rm Li}_2(\Delta^2)/\Delta|\le\zeta(2)|\Delta|\le\zeta(2)$. Because $(\varepsilon_1+\varepsilon_3)^2\ge4\varepsilon_1\varepsilon_3$, the last factor is at most $1/4\varepsilon_3\le\tfrac14$ for $\varepsilon_3\ge1$. The derivative is thus at most $\tfrac32\zeta(2)kT$ in size everywhere, and the mean value theorem extends this to a finite shift. Summing $\omega_p^2/(n\xi_1)^2$ over $n$ supplies a second $\zeta(2)$:

$$\left|\delta A_{n\ge1}\right|\le\frac32\,\zeta(2)^2\,\frac{\omega_p^2}{\xi_1^2}\,kT. \tag{6}$$

This holds for equal walls, without retardation, within the local replacement, and without local-field corrections, which would multiply it by a factor of order one. It covers ion translation only. A dissolved salt also brings its own electronic polarizability and displaces solvent, which changes $\varepsilon_3(i\xi)$ at optical frequencies. That change has no $e^{-2\kappa d}$ dependence and lies outside (6).

### (d) Numbers

At 300 K, $kT=9.5004\times10^{-4}$ hartree $=4.142$ zJ and $\xi_1=5.969\times10^{-3}$ hartree. The static values are $\varepsilon_1=2.5$ and $\varepsilon_3=80$, so $\Delta^2=(77.5/82.5)^2=0.8825$, and without salt $A_0=0.768\,kT=3.18$ zJ, which is 85% of the bound.

With $n=8.924\times10^{-6}$ bohr⁻³, $\kappa^2=8\pi(8.924\times10^{-6})/(80\times9.5004\times10^{-4})$ gives $1/\kappa=18.41$ bohr (0.974 nm). The coupling $\kappa/\varepsilon_3kT=0.71$ is not small, so the values with salt below evaluate (1) for the model and are not a quantitative prediction for a real 0.1 mol/L solution. At $d=40$ bohr (2.12 nm), $\kappa d=2.173$ and $e^{-2\kappa d}=0.01296$. The leading form is $0.75\times5.346\times0.01296=0.0520$ in units of $kT$. The bracket in (3) is $1-2\sqrt\pi(2.5/80)/\sqrt{2.173}=0.925$, which lowers it to $0.0481$. Quadrature of (1) gives $0.0488\,kT=0.202$ zJ, so (3) lies 1.5% below the exact value and the leading form 6.5% above it. The ratio to the salt-free value is 0.0635, about five times the bare exponential, mostly through the factor $1+2\kappa d$.

The table lists $A_0$ in units of $kT$ for these permittivities. The last column is the trial rule $A_0^{\rm free}\,y\,e^{-y}$, which scales the salt-free value.

| $\kappa d$ | exact (1) | envelope (2) | $\tfrac34(1+y)e^{-y}$ | trial rule |
|---|---|---|---|---|
| 0.25 | 0.682 | 0.775 | 0.682 | 0.233 |
| 0.5 | 0.536 | 0.597 | 0.552 | 0.283 |
| 1 | 0.287 | 0.314 | 0.305 | 0.208 |
| 2 | 0.0644 | 0.0690 | 0.0687 | 0.0563 |
| 3 | 0.0123 | 0.0130 | 0.0130 | 0.0114 |
| 5 | 0.000358 | 0.000375 | 0.000375 | 0.000349 |

The agreement of the exact and leading columns at $\kappa d=0.25$ is a cancellation. The leading form lies 0.092 below the envelope because it omits $s\ge2$, and the exact value lies 0.092 below it because $\Delta^2<1$. The trial rule is low by a factor 2.9 at $\kappa d=0.25$ and vanishes as $y\to0$. At $\kappa d=5$ it lies 2.4% below the exact value, an accident of this example. The salt-free 0.768 happens to lie near the prefactor 0.75, and the factor $y/(1+y)=10/11$ is partly offset by the exact value lying 4.5% below the leading form: $(0.768/0.75)(10/11)/0.955\approx0.975$. The rule gives zero for matched permittivities.

For the optical terms, $\omega_p=6.404\times10^{-5}$ hartree and $(\omega_p/\xi_1)^2=1.151\times10^{-4}$, in agreement with $80\,(0.3478/18.41)^2/(2\pi)^3$ for $\lambda=0.3478$ bohr. The charge wave has $p=49.0$ bohr⁻¹ at $\xi_1$, so $pd\approx2000$ and $k/p\approx5\times10^{-4}$ at $k=1/d$. With $\gamma=1.006\times10^{-3}$ hartree, $\delta\varepsilon_3(i\xi_1)=1.151\times10^{-4}/(1+1.006/5.969)=9.85\times10^{-5}$, on top of $\varepsilon_3=2.153$.

The non-retarded optical sum is $3.74\,kT=15.5$ zJ, and the ions shift it by $-1.3\times10^{-5}\,kT$, a fraction $-3.6\times10^{-6}$ of the sum, as (5) gives to first order. The sign is negative because raising $\varepsilon_3$ toward $\varepsilon_1$ reduces the contrast. The bound (6) is $1.5\times1.6449^2\times1.151\times10^{-4}=4.7\times10^{-4}$ in units of $kT$, about 35 times the actual shift. Much of the slack is in replacing ${\rm Li}_2(\Delta^2)/\Delta\approx\Delta$ by $\zeta(2)$: at $\xi_1$, $\Delta=(2.500-2.153)/(2.500+2.153)=0.075$, which is 22 times smaller than 1.645. With retardation at this gap the sum is $3.30\,kT$ and the shift is again $-1.3\times10^{-5}\,kT$. That case was computed for this model and is not covered by the proof of (6).

Within the Debye–Hückel model, the salt at 40 bohr thus removes $0.768-0.049=0.72\,kT$ from the electrostatic static term, while ion motion moves the optical terms by a few parts per million. Raising the solvent's ultraviolet strength from 0.8 by a model amount of 0.003, to represent a change of refractive index, shifts the non-retarded optical sum by $-0.036\,kT$, or $-1.0\%$ of it. This is some 2700 times the shift from ion motion, so in this model such an index change matters far more for the optical terms than ion motion does.

The numerical check tests the explicit polarization-and-charge Hessian against $\det H_k$, lattice determinants against the bracket in (1), quadrature against the bounds, (2) and (3), a direct boundary determinant against (4) and the $\xi\to0$ factorization, and finite differences against (5).

## Calculated quantities

```
T = 300 K, c = 0.1 mol/L, M = 30 u, D = 2e-09 m^2/s, tau = 10 ps
w_IR = 0.002 Ha, w_UV = 0.5 Ha, d = 40 bohr = 2.117 nm
kT = 9.50043e-04 Ha = 4.1419 zJ; xi_1 = 5.96930e-03 Ha
n per species = 8.9239e-06 bohr^-3; M = 54687 m_e; tau = 4.1341e+05 a.u.
D = 1.7276e-05 a.u.; gamma = 1.0056e-03 Ha; v = 1.3180e-04 a.u.
zeta(2) = 1.644934, zeta(3) = 1.202057
upper bound = 0.90154 kT = 3.734 zJ; lower bound = -0.67616 kT
eps1(0) = 2.50, eps3(0) = 80.00, Delta^2 = 0.88246
A0 without salt = 0.76839 kT = 3.183 zJ
1/kappa = 18.409 bohr = 0.9741 nm; kappa d = 2.1729
exp(-2 kappa d) = 0.01296
A0 with salt = 0.04880 kT = 0.2021 zJ; ratio to salt-free = 0.0635
asymptotic correction factor at d = 0.9248
kappa d | A0 | envelope | (3/4)(1+y)e^-y | A0free*y*e^-y   (kT)
0.250 | 6.8237e-01 | 7.7455e-01 | 6.8235e-01 | 2.3302e-01
0.500 | 5.3586e-01 | 5.9681e-01 | 5.5182e-01 | 2.8267e-01
1.000 | 2.8741e-01 | 3.1361e-01 | 3.0450e-01 | 2.0798e-01
2.000 | 6.4437e-02 | 6.8969e-02 | 6.8684e-02 | 5.6294e-02
2.173 | 4.8799e-02 | 5.2119e-02 | 5.1965e-02 | 4.3280e-02
3.000 | 1.2289e-02 | 1.3021e-02 | 1.3013e-02 | 1.1428e-02
5.000 | 3.5755e-04 | 3.7455e-04 | 3.7455e-04 | 3.4885e-04
eps 2.5|80|1.5, kappa d = 300: d ln A0/d(kappa d) = -1.99666
eps1 = eps3 = 80, kappa d = 1: A0 = 0.02238 kT (zero without salt)
metal model: wp = 0.3 Ha, damping = 0.001 Ha, vacuum gap = 2000 bohr
Drude n=0: TM = 0.90154 kT, TE = 5.6e-09 kT
plasma n=0: TM = 0.90154 kT, TE = 0.42751 kT
magnetic walls mu = 3, n=0: TE = 0.19385 kT
unscreened factor 1-exp(-2kd) counted as free energy = 0.90154 kT
ion wp = 6.4041e-05 Ha; (wp/xi_1)^2 = 1.1510e-04
lambda_th = 0.3478 bohr; xi_1/v = 45.29 bohr^-1; p(xi_1) = 48.96 bohr^-1
at xi_1: eps1 = 2.4998, eps3 = 2.1532, delta eps3 = 9.8504e-05
optical A non-retarded = 3.7434 kT = 15.50 zJ; retarded at d = 3.2994 kT
ion shift non-retarded = -1.335e-05 kT (first order -1.335e-05 kT), relative -3.57e-06
ion shift retarded = -1.329e-05 kT, relative -4.03e-06; bound = 4.671e-04 kT
solvent UV strength +0.003: shift = -3.6181e-02 kT, relative -9.67e-03
```
